# Average local potential shift when one pseudoatom is substituted in a supercell

**Result.** Replace one pseudoatom A by B in a periodic supercell of fixed volume $\Omega$. If the average Coulomb potential is set to zero in both cells, the cell average of the local potential changes by

$$\Delta\bar V=\frac{\alpha_B-\alpha_A}{\Omega},\qquad \alpha_s=\int\left[V_s(r)+\frac{kZ_s}{r}\right]d^3r .$$

Here $V_s$ is the local pseudopotential of species $s$, $Z_s$ its valence charge in units of $e$, and $k=e^2/4\pi\varepsilon_0=1.44$ eV nm. All potentials are potential energies of an electron, so an ion attracts with $-kZ_s/r$. "Local potential" means the ionic local part plus the Hartree part. Exchange-correlation and the nonlocal projectors are not in it. "Coulomb potential" means that of point ions and electrons. The bracket,

$$w_s(r)=V_s(r)+\frac{kZ_s}{r},$$

is the non-Coulomb part. It vanishes rapidly outside the core, and near $r=0$ it grows no faster than $1/r$, so its integral is finite.

## 1. One neutral atom per cell

Take a spherical atom with electron density $n(r)$ and $\int n\,d^3r=Z$. Its potential, with zero at infinity, is

$$V_s+V_H=w_s+\left(V_H-\frac{kZ}{r}\right).$$

Both terms on the right are short-ranged, the second because the atom is neutral. If copies sit on a lattice, the sum converges, and its average over one cell is the integral of one copy over all space divided by $\Omega$:

$$\bar V_{\rm raw}=\frac{\alpha+C}{\Omega},\qquad C=\int\left(V_H-\frac{kZ}{r}\right)d^3r .$$

To find $C$, cut the cloud into thin shells. A shell of radius $R$ holding $dN$ electrons gives the potential $k\,dN/R$ inside and $k\,dN/r$ outside. Pair it with an equal share $-k\,dN/r$ of the ion. The outside cancels, and the inside leaves

$$4\pi k\,dN\int_0^R r^2\left(\frac1R-\frac1r\right)dr
=4\pi k\,dN\left(\frac{R^2}{3}-\frac{R^2}{2}\right)
=-\frac{2\pi k}{3}R^2dN .$$

Summing over shells,

$$C=-\frac{2\pi k}{3}M,\qquad M=\int n\,r^2\,d^3r .$$

So the Coulomb potential of a lattice of neutral atoms does not average to zero by itself. Setting its average to zero means subtracting the constant $C/\Omega$ everywhere, after which

$$\bar V=\frac{\alpha}{\Omega}.$$

**Limit.** For a bare point ion, $w=0$ and the average is zero, as the convention demands. For a real pseudopotential in a very large cell the average falls as $1/\Omega$.

## 2. Any cell, any density

In a crystal the density is neither spherical nor divisible into atoms, and a charged defect cell also contains a uniform compensating background. Let ions sit at $\mathbf r_j$, let the cell hold $N$ electrons, and define

$$\rho(\mathbf r)=n(\mathbf r)-\sum_{j,\mathbf R}Z_j\,\delta(\mathbf r-\mathbf r_j-\mathbf R)+b,\qquad b=\frac{\sum_jZ_j-N}{\Omega},$$

where $\mathbf R$ runs over supercell translations and $j$ over the atoms of one cell. The constant $b$ is the background, counted like electron density, and it makes $\int_{\rm cell}\rho\,d^3r=N-\sum_jZ_j+b\,\Omega=0$. In a neutral cell $b=0$.

The Coulomb potential energy $u$ obeys

$$\nabla^2u=-4\pi k\rho .$$

Integrate this over the cell. The left side becomes a flux through the faces, which cancels between opposite faces of a periodic function, so a periodic solution requires zero net charge. This is satisfied. If $u_1$ and $u_2$ are two solutions, $d=u_1-u_2$ is periodic with $\nabla^2d=0$, and integration by parts gives

$$\int_{\rm cell}|\nabla d|^2d^3r=-\int_{\rm cell}d\,\nabla^2d\;d^3r=0 .$$

Hence $d$ is a constant. Poisson's equation fixes $u$ up to one number, and the convention $\bar u=0$ supplies that number for every density and every geometry.

Now write each ionic potential as $-kZ_j/r+w_j$. All the long-ranged terms are already in $u$, so

$$V(\mathbf r)=u(\mathbf r)+\sum_j\sum_{\mathbf R}w_j(|\mathbf r-\mathbf r_j-\mathbf R|).$$

Average this over the cell. The first term gives zero. In the second, shifting the integration variable by $\mathbf R$ turns the sum of integrals over one cell into one integral over all cells:

$$\frac1\Omega\sum_{\mathbf R}\int_{\rm cell}w_j(|\mathbf r-\mathbf r_j-\mathbf R|)\,d^3r
=\frac1\Omega\int_{\rm all}w_j(|\mathbf r-\mathbf r_j|)\,d^3r=\frac{\alpha_j}{\Omega}.$$

The position $\mathbf r_j$ has dropped out. Therefore

$$\bar V=\frac1\Omega\sum_j\alpha_j .$$

Write this for the cell with A and for the cell with B and subtract. Every other atom contributes the same $\alpha_j/\Omega$ to both, even if it has moved, and the stated result remains. Electronic relaxation, atomic relaxation and a change of charge state alter $u$ locally but not its average.

**Limits.** If A and B have the same pseudopotential, the shift is zero. If the cell is doubled and still holds one substitution, the shift halves. With $c$ substitutions per unit volume, at any positions, the same sum gives $\Delta\bar V=c(\alpha_B-\alpha_A)$.

**Where it fails.** The volume must be held fixed. If it changes, the whole host sum $\sum_j\alpha_j/\Omega$ changes too, and section 5 shows that this can exceed the effect of the dopant.

## 3. The same result in plane waves

For a spherical $w_s$ the Fourier integral is

$$\tilde w_s(G)=4\pi\int_0^\infty r^2w_s(r)\frac{\sin Gr}{Gr}\,dr=\alpha_s-\frac{G^2}{6}\int r^2w_s\,d^3r+\dots$$

because $\sin x/x=1-x^2/6+\dots$. The transform of $-kZ_s/r$ is $-4\pi kZ_s/G^2$, so

$$\tilde V_s(G)=-\frac{4\pi kZ_s}{G^2}+\alpha_s+O(G^2).$$

The Hartree term supplies $4\pi k\tilde n(G)/G^2$. For the neutral atom of section 1, $\tilde n(G)=Z-G^2M/6+\dots$, and the Coulomb terms together tend to

$$\frac{4\pi k}{G^2}\left(-\frac{G^2M}{6}\right)=-\frac{2\pi k}{3}M=C .$$

The divergences cancel, but a finite piece $C$ is left beside $\alpha$. Setting the $G=0$ Coulomb component to zero discards $C$ and keeps $\alpha$. This is a choice of potential zero and not a limit of the neutral-atom potential.

## 4. The integral for an analytic pseudopotential

The Goedecker-Teter-Hutter form has a core radius $\ell$ and coefficients $C_1,C_2,\dots$:

$$V_s(r)=-\frac{kZ}{r}\,{\rm erf}\frac{r}{\sqrt2\,\ell}+e^{-r^2/2\ell^2}\left[C_1+C_2\frac{r^2}{\ell^2}+\dots\right].$$

Adding $kZ/r$ turns the error function into its complement. With $t=r/\sqrt2\,\ell$,

$$\int\frac{kZ}{r}{\rm erfc}\frac{r}{\sqrt2\,\ell}\,d^3r=8\pi kZ\ell^2\int_0^\infty t\,{\rm erfc}\,t\,dt=2\pi kZ\ell^2 .$$

The last integral is $1/4$: by parts it equals $\pi^{-1/2}\int_0^\infty t^2e^{-t^2}dt$, and $\int_0^\infty t^2e^{-t^2}dt=\sqrt\pi/4$.

For the Gaussian terms, put $x=r/\ell$ and define

$$J_m=4\pi\ell^3\int_0^\infty x^{2m+2}e^{-x^2/2}dx .$$

Integration by parts gives $J_m=(2m+1)J_{m-1}$, with $J_0=(2\pi)^{3/2}\ell^3$. The two coefficients needed here enter as $C_1+3C_2$:

$$\alpha=2\pi kZ\ell^2+(2\pi)^{3/2}\ell^3(C_1+3C_2).$$

The first term is positive because blunting the point ion weakens its attraction. **Limit:** as $\ell\to0$ at fixed coefficients, the point ion returns and $\alpha\to0$.

## 5. Phosphorus and boron in silicon

The host is cubic silicon with a rough lattice constant of 0.543 nm, held fixed. Cells of 64 and 216 atoms have edges of two and three lattice constants and volumes of 1.2808 and 4.3228 nm³. The LDA pseudopotentials of the above form have these parameters:

| | $Z$ | $\ell$ (nm) | $C_1$ (eV) | $C_2$ (eV) |
|---|---|---|---|---|
| Si | 4 | 0.023284 | −199.626 | 0 |
| P | 5 | 0.022755 | −181.071 | 0 |
| B | 3 | 0.022963 | −151.803 | 21.885 |

In meV nm³ the two terms of $\alpha$ are

$$\alpha_{\rm Si}=19.62-39.69=-20.07,$$
$$\alpha_{\rm P}=23.42-33.60=-10.18,$$
$$\alpha_{\rm B}=14.31-16.43=-2.12 .$$

The 64-atom host has $\bar V=64(-20.07)/1.2808=-1003$ meV. One substitution then gives

$$\Delta\bar V_{\rm P}=\frac{9.891}{1.2808}=7.72\ {\rm meV},\qquad
\Delta\bar V_{\rm B}=\frac{17.951}{1.2808}=14.0\ {\rm meV}.$$

In the 216-atom cell the shifts are 2.29 and 4.15 meV, smaller by the ratio of volumes. Both are positive because both dopants have a less negative $\alpha$ than silicon. Donor or acceptor character does not set the sign.

The meaning of "Coulomb" matters at this level. Suppose the ions were described by Gaussian charges whose potential is the error-function term, and that potential were given zero average. The terms $2\pi kZ\ell^2$ would then be absent. For phosphorus the shift would be $(39.69-33.60)/1.2808=4.8$ meV instead of 7.7 meV. Neither is wrong, but the two zeros must not be mixed.

The fixed volume matters more. A lattice constant larger by 1% multiplies every average by $1.01^{-3}=0.971$. The phosphorus shift falls by 0.23 meV, but the host average rises by $0.0294\times1003\approx29$ meV, about four times the phosphorus shift itself.

## 6. The average is not the shift far from the dopant

Consider cells built from neutral spherical atoms. Before any constant is subtracted, exchanging one atom leaves the potential far away unchanged, since the potentials of both atoms vanish there. The convention then subtracts the Coulomb average, which differs between the cells by $(C_B-C_A)/\Omega$. The far region therefore moves by

$$D=-\frac{C_B-C_A}{\Omega}=\frac{2\pi k}{3\Omega}(M_B-M_A).$$

The integral $\alpha$ does not appear: $w$ is localized, so it changes the average without changing the distant potential.

Spin-polarized LDA calculations of the free atoms, in a Gaussian basis of double-zeta quality with polarization functions, give $M=0.0814$ nm² for Si, 0.0782 for P and 0.0437 for B. A larger basis raises the boron value to 0.0443 nm² and leaves the other two unchanged to the digits shown. For boron in the 64-atom cell,

$$D=\frac{2\pi(1.44)(0.0437-0.0814)}{3(1.2808)}\ {\rm eV}\approx-89\ {\rm meV}.$$

For phosphorus $D\approx-7$ meV, computed with unrounded moments because the difference is small. With the larger basis the two values become −87 meV for boron and −7.6 meV for phosphorus. They also depend on the atomic state chosen: spherically averaged spin-polarized atoms give −87 and −7.1 meV, and spin-unpolarized ones give −90 and −6.3 meV. In both cases the cell average rises while the far region falls. The dopant's valence cloud has a smaller second moment than silicon's, so the Coulomb average of the doped cell is less negative. Removing that average raises the potential everywhere, but by less than in the host cell, so the far region ends up lower than in the host.

Some calculations set the whole average of $V$ to zero instead. The far shift is then $D-\Delta\bar V$, or about −15 meV for phosphorus and −103 meV for boron. The two conventions differ by exactly the shift derived here.

These values of $D$ belong to superposed free atoms. Bonding and screening redistribute charge and change $D$, whereas $\Delta\bar V$ stays as it is. In a neutral cell the true far shift has to be read from the self-consistent potential in a bulk-like region. A charged cell has no flat region. For charge $+e$ in the 64-atom cell with a relative permittivity of 11.7, the screened charge, its images and the background give an electron potential energy of 11 meV halfway to the nearest image and 91 meV at the point farthest from the dopant. This long-ranged part must be subtracted before the constant offset $D$ used in section 7 can be read.

## 7. What the shift does to energies

A constant added to $V$ adds the same constant to every eigenvalue. In a neutral cell a constant in the Coulomb potential cancels from the total energy, because electrons and ions carry opposite charge. The non-Coulomb average acts on the electrons alone and does not cancel. The electrons' energy in the non-Coulomb potential contains the part due to their mean density,

$$E_\alpha=\frac N\Omega\sum_j\alpha_j=N\bar V .$$

For neutral phosphorus in the 64-atom cell, $N$ rises from 256 to 257, and

$$\Delta E_\alpha=257\,\Delta\bar V+\bar V_{\rm host}=257(7.72)-1003\approx980\ {\rm meV}.$$

A shift of a few meV per electron has become an energy of order 1 eV. Dropping $E_\alpha$ from the supercell energies would spoil a formation energy, unless the reservoir energies happened to compensate.

For a defect of charge $q$ (in units of $e$), consider the part proportional to $q$. The cell has lost $q$ electrons, and these go to a reservoir whose level is measured from the host band edge $\varepsilon_v$. The edge must be moved to the defect cell's zero, which adds $q(\varepsilon_v+D)$. Now drop the non-Coulomb averages everywhere:

- the defect-cell energy changes by $-(N_0-q)\bar V_{\rm def}$, where $N_0$ is the neutral electron number, so its charge-dependent part is $+q\bar V_{\rm def}$;
- the host edge changes by $-\bar V_{\rm host}$, contributing $-q\bar V_{\rm host}$;
- the alignment changes from $qD$ to $q(D-\Delta\bar V)$.

The sum of the changes is $q\Delta\bar V-q\Delta\bar V=0$. The charge-dependent part is independent of the convention, provided that the alignment, the eigenvalues and the total energies all follow the same convention. Using $D$ from one convention and the eigenvalues and total energies from the other leaves an error of size $|q\,\Delta\bar V|$.

## 8. Size of what is left out

The following values are for the 64-atom cell.

| Quantity (meV) | P | B |
|---|---|---|
| $\Delta\bar V$, LDA pseudopotential | 7.7 | 14.0 |
| $\Delta\bar V$, PBE pseudopotential | 6.3 | 10.1 |
| change of mean exchange potential | −5 | 14 |
| nonlocal change at zero wavevector | −9 | −58 |

The exchange row uses the LDA exchange potential, $-(3n/\pi)^{1/3}$ in atomic units. It is averaged over a density of superposed Gaussian clouds with the electron numbers and moments $M$ given above, so it is an estimate and omits correlation. The nonlocal row is the change in the expectation value of the $s$ projectors in a normalized constant wave; projectors of higher angular momentum vanish there.

These terms are comparable with $\Delta\bar V$, and for boron the nonlocal one is about four times as large. Moreover, $\alpha$ depends on how a pseudopotential is divided into local and nonlocal parts, and the second row shows that it changes with the pseudopotential set. The shift is therefore a property of the chosen description, needed for consistent bookkeeping, and not a measurable displacement of the silicon bands.

For an ionized dopant a different cell-size error is larger. A point charge $e$ in a cubic lattice of edge $L$, with a neutralizing background and relative permittivity $\varepsilon$, interacts with its images and the background with an energy of magnitude $2.837\,k/(2\varepsilon L)$. The number 2.837 comes from an Ewald sum. With a rough $\varepsilon=11.7$ this is 161 meV for 64 atoms and 107 meV for 216. It falls as $1/L$, while $\Delta\bar V$ falls as $1/L^3$, so a larger cell removes the second much faster than the first.

**Beside real silicon.** One dopant in 64 atoms is a concentration of $1/1.2808$ nm⁻³, or $7.8\times10^{20}$ cm⁻³, which belongs to extremely heavy doping. At $10^{18}$ cm⁻³ the formula gives $9.891\times10^{-3}\approx0.01$ meV for phosphorus, far below the thermal energy of 25.9 meV at 300 K. Real dopants are placed at random and many are ionized. Neither fact changes this average at fixed volume, by section 2, though both change the local potential. The assumption that a real crystal can break is the fixed volume, since doping and temperature strain the lattice. The strain caused by the dopant is proportional to its concentration, as the shift is, so dilution does not make it negligible beside the shift. For a rough estimate, take tetrahedral radii of 0.117 nm for Si, 0.110 nm for P and 0.088 nm for B, and let the lattice constant vary linearly with composition. A 64-atom cell free to contract then changes its average by a further −2.8 meV for phosphorus and −11.6 meV for boron, against fixed-volume shifts of 7.7 and 14.0 meV. By the scaling of section 5, a strain of only 0.26% moves the host average by as much as the 7.7 meV shift. Moderate heating strains silicon less than that: with a rough linear expansion of $2.6\times10^{-6}$ per kelvin near room temperature, a rise of 100 K moves the host average by about 0.8 meV. Even this is far more than the 0.01 meV found above for light doping. The expansion coefficient grows with temperature, and heating from room temperature to roughly 1000 K, as in device processing, does produce a strain of about 0.26%. The 7.7 meV shift of the potential thus belongs to the small cell and says little about a lightly doped device. The energy $\Delta E_\alpha$ of section 7 does not fade with it: the number of electrons grows as fast as the shift per electron falls, so in the 216-atom cell $\Delta E_\alpha$ is still about 980 meV. It must be kept in cells of every size.
